# Magnetoelastic Bending of a Cantilever by a Quarter Turn of Magnetisation: a program that tests the result

```python
"""
Result under test: for a thin isotropic magnetic film on a freely bending strip,
 curvature(M along length) - curvature(M across) = 6 B tf (1+nu_s) / (Es ts^2).
B: magnetoelastic coefficient in f = B a_i a_j eps_ij (a = unit magnetisation)
tf, ts: film and substrate thickness; E, nu, G: Young modulus, Poisson ratio,
shear modulus (s = substrate, f = film). Curvature is positive towards the film.
All quantities are in SI units inside the program.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.integrate import quad
from scipy.spatial.transform import Rotation


def shear_modulus(E, nu):
    return E / (2 * (1 + nu))


def stiffness(E, nu):
    """Energy Hessian for tensor strains (xx, yy, zz, xy)."""
    lame = E * nu / ((1 + nu) * (1 - 2 * nu))
    trace = np.array([1.0, 1.0, 1.0, 0.0])
    return (lame * np.outer(trace, trace)
            + 2 * shear_modulus(E, nu) * np.diag([1.0, 1.0, 1.0, 2.0]))


def layered_plate(ts, Es, nus, tf, Ef, nuf, film_stress):
    """Minimise the 3D elastic energy; return curvatures (xx, yy, xy).

    Unknowns: mid-plane strains, curvatures times ts, and a normal strain
    linear in z within each layer. film_stress = (xx, yy, zz, xy)."""
    sxx, syy, szz, sxy = film_stress
    work = np.array([sxx, syy, szz, 2 * sxy])
    hessian, force = np.zeros((10, 10)), np.zeros(10)
    points, weights = leg.leggauss(4)
    layers = [(0.0, 1.0, stiffness(Es, nus)),
              (0.5 + 0.5 * tf / ts, tf / ts, stiffness(Ef, nuf))]
    for k, (centre, thick, C) in enumerate(layers):
        for xi, wt in zip(points, weights):
            z = centre + 0.5 * thick * xi
            A = np.zeros((4, 10))
            A[0, 0], A[0, 3] = 1, -z
            A[1, 1], A[1, 4] = 1, -z
            A[3, 2], A[3, 5] = 1, -z
            A[2, 6 + 2 * k], A[2, 7 + 2 * k] = 1, xi
            hessian += 0.5 * thick * wt * A.T @ C @ A
            if k == 1:
                force += 0.5 * thick * wt * A.T @ work
    return np.linalg.solve(hessian, -force)[3:6] / ts


def magnetic_stress(B, phi):
    c, s = np.cos(phi), np.sin(phi)
    return np.array([B * c * c, B * s * s, 0.0, B * c * s])


def curvature_change(B, tf, ts, Es, nus):
    return 6 * B * tf * (1 + nus) / (Es * ts**2)


def thick_film_factor(h, g):
    return (1 + h) / (1 + 4*g*h + 6*g*h**2 + 4*g*h**3 + g**2 * h**4)


def clamped_plate(L, W, D, nu, mx, my, nx, ny):
    """Ritz solution of a plate clamped at x=0 under uniform film moments.

    Returns slope and deflection at the middle of the free end."""
    qx, wx = leg.leggauss(nx + 6)
    qy, wy = leg.leggauss(2 * ny + 4)
    xs = [leg.legmul(leg.poly2leg([1, 2, 1]), np.eye(nx)[m]) for m in range(nx)]
    ys = [np.eye(2 * ny)[2 * n] for n in range(ny)]

    def table(series, order, length, at):
        return np.array([leg.legval(at, leg.legder(c, order))
                         for c in series]) * (2 / length)**order

    def product(a, b):
        full = np.einsum('mp,nq->mnpq', a, b)
        return full.reshape(nx * ny, -1)

    X = [table(xs, k, L, qx) for k in range(3)]
    Y = [table(ys, k, W, qy) for k in range(3)]
    wxx, wyy, wxy = product(X[2], Y[0]), product(X[0], Y[2]), product(X[1], Y[1])
    weight = np.outer(wx, wy).ravel() * L * W / 4
    lap = wxx + wyy
    mixed = (wxx * weight) @ wyy.T
    H = D * ((lap * weight) @ lap.T
             - (1 - nu) * (mixed + mixed.T - 2 * (wxy * weight) @ wxy.T))
    load = (mx * wxx + my * wyy) @ weight
    scale = 1 / np.sqrt(np.diag(H))
    coef = scale * np.linalg.solve(H * np.outer(scale, scale), scale * load)
    end, mid = np.array([1.0]), np.array([0.0])
    slope = product(table(xs, 1, L, end), table(ys, 0, W, mid))[:, 0] @ coef
    height = product(table(xs, 0, L, end), table(ys, 0, W, mid))[:, 0] @ coef
    return slope, height


# Round parameters, roughly those of polycrystalline nickel on a glass strip
B, tf, ts = 8e6, 50e-9, 100e-6
Es, nus, Ef, nuf = 70e9, 0.20, 200e9, 0.30
L, W = 20e-3, 5e-3
Gs, Gf = shear_modulus(Es, nus), shear_modulus(Ef, nuf)
along, across = magnetic_stress(B, 0.0), magnetic_stress(B, np.pi / 2)

# Thin-film law against energy minimisation, for several Poisson ratios
thin = 1e-6 * ts
for nu_test in (0.0, 0.2, 0.45):
    k1 = layered_plate(ts, Es, nu_test, thin, Ef, nuf, along)
    k2 = layered_plate(ts, Es, nu_test, thin, Ef, nuf, across)
    law = curvature_change(B, thin, ts, Es, nu_test)
    single = 6 * B * thin / (Es * ts**2)
    assert np.isclose(k1[0] - k2[0], law, rtol=1e-4)
    assert np.isclose(k1[1] - k2[1], -law, rtol=1e-4)
    assert np.isclose(k1[0], single, rtol=1e-4)
    assert np.isclose(k2[0], -nu_test * single, rtol=1e-4, atol=1e-4 * single)

# A direction-independent film stress drops out of the difference
background = np.array([3e8, 3e8, 1e8, 0.0])
k1 = layered_plate(ts, Es, nus, tf, Ef, nuf, along)
k2 = layered_plate(ts, Es, nus, tf, Ef, nuf, across)
b1 = layered_plate(ts, Es, nus, tf, Ef, nuf, along + background)
b2 = layered_plate(ts, Es, nus, tf, Ef, nuf, across + background)
assert np.isclose(b1[0] - b2[0], k1[0] - k2[0], rtol=1e-6)

# Angle law for bending and twist
for phi in np.radians([20.0, 50.0, 75.0]):
    kp = layered_plate(ts, Es, nus, thin, Ef, nuf, magnetic_stress(B, phi))
    k90 = layered_plate(ts, Es, nus, thin, Ef, nuf, across)
    law = curvature_change(B, thin, ts, Es, nus)
    assert np.isclose(kp[0] - k90[0], law * np.cos(phi)**2, rtol=1e-4)
    assert np.isclose(kp[2], law * np.sin(phi) * np.cos(phi), rtol=1e-4)

# Film of any thickness
for h in (5e-4, 0.05, 0.3, 1.0):
    p1 = layered_plate(ts, Es, nus, h * ts, Ef, nuf, along)
    p2 = layered_plate(ts, Es, nus, h * ts, Ef, nuf, across)
    law = curvature_change(B, h * ts, ts, Es, nus) * thick_film_factor(h, Gf / Gs)
    assert np.isclose(p1[0] - p2[0], law, rtol=1e-7)

# Magnetostriction of a free body of film material
free_strain = np.linalg.solve(stiffness(Ef, nuf), -np.array([B, 0, 0, 0]))
lambda_s = -B / (3 * Gf)
assert np.isclose(free_strain[0] - free_strain[1], 1.5 * lambda_s, rtol=1e-10)

# Clamped plate: convergence, decay with length, and the very wide limit
dk = curvature_change(B, tf, ts, Es, nus)
D = Es * ts**3 / (12 * (1 - nus**2))
moment = B * tf * ts / 2


def clamp_ratios(length, width, nx, ny):
    slope, height = clamped_plate(length, width, D, nus, moment, -moment, nx, ny)
    return slope / (dk * length), height / (dk * length**2 / 2)


slope_ratio, height_ratio = clamp_ratios(L, W, 16, 8)
coarse = clamp_ratios(L, W, 11, 5)
assert abs(coarse[0] - slope_ratio) < 1e-3
assert abs(coarse[1] - height_ratio) < 1e-3
slope_ratio_long = clamp_ratios(2 * L, W, 18, 7)[0]
assert 1 - nus < slope_ratio < slope_ratio_long < 1
assert np.isclose((1 - slope_ratio) / (1 - slope_ratio_long), 2, rtol=0.1)
wide_ratio = clamp_ratios(L, 12 * L, 8, 11)[0]
assert abs(wide_ratio - (1 - nus)) < 0.01

# Temperature drift: film expands more than substrate by d_alpha per kelvin
d_alpha = 5e-6
thermal_stress = Ef / (1 - nuf) * d_alpha
k_thermal = -6 * thermal_stress * tf * (1 - nus) / (Es * ts**2)
bulk3 = Ef / (1 - 2 * nuf)
eigen = -bulk3 * d_alpha * np.array([1.0, 1.0, 1.0, 0.0])
k_num = layered_plate(ts, Es, nus, thin, Ef, nuf, eigen)[0]
assert np.isclose(k_num / thin, k_thermal / tf, rtol=1e-4)

# Torque of a field tilted out of the plane while M stays in the plane
Ms, field, tilt = 5e5, 0.05, np.radians(1.0)
torque = Ms * field * np.sin(tilt) * tf
slope_torque = quad(lambda x: 12 * torque * (L - x) / (Es * ts**3), 0, L)[0]
torque_ratio = Ms * field * np.sin(tilt) * L / (B * ts * (1 + nus))
assert np.isclose(slope_torque / (dk * L), torque_ratio, rtol=1e-8)

# Cubic grains: orientation average and the two single-crystal readings
B1, B2 = 6e6, 9e6


def cubic_stress(a):
    return B2 * np.outer(a, a) + (B1 - B2) * np.diag(a**2)


ex, strain = np.array([1.0, 0, 0]), np.diag([1.0, -1.0, 0.0])
nodes, wts = leg.leggauss(5)
turns = 2 * np.pi * np.arange(8) / 8
B_average = 0.0
for u, wt in zip(nodes, wts):
    for p in turns:
        for q in turns:
            R = Rotation.from_euler('ZYZ', [p, np.arccos(u), q]).as_matrix()
            energy = np.sum(cubic_stress(R.T @ ex) * (R.T @ strain @ R))
            B_average += 0.5 * wt * energy / 64
assert np.isclose(B_average, (2 * B1 + 3 * B2) / 5, rtol=1e-10)


def crystal_reading(n, m):
    return n @ (cubic_stress(n) - cubic_stress(m)) @ n


ey = np.array([0, 1.0, 0])
d1, d2 = (ex + ey) / np.sqrt(2), (ex - ey) / np.sqrt(2)
read_100, read_110 = crystal_reading(ex, ey), crystal_reading(d1, d2)
assert np.isclose(read_100, B1) and np.isclose(read_110, B2)

residual = 3e8
k_residual = 6 * residual * tf * (1 - nus) / (Es * ts**2)
misalign = np.radians(5.0)
align_factor = np.cos(misalign)**2 - np.sin(misalign)**2
m1 = layered_plate(ts, Es, nus, tf, Ef, nuf, magnetic_stress(B, misalign))
m2 = layered_plate(ts, Es, nus, tf, Ef, nuf,
                   magnetic_stress(B, np.pi / 2 - misalign))
assert np.isclose((m1[0] - m2[0]) / (k1[0] - k2[0]), align_factor, rtol=1e-6)

print(f"INPUT magnetoelastic coefficient B = {B/1e6:.1f} MPa")
print(f"INPUT film thickness = {tf*1e9:.0f} nm")
print(f"INPUT substrate thickness = {ts*1e6:.0f} um")
print(f"INPUT substrate Young modulus = {Es/1e9:.0f} GPa")
print(f"INPUT substrate Poisson ratio = {nus:.2f}")
print(f"INPUT film Young modulus = {Ef/1e9:.0f} GPa")
print(f"INPUT film Poisson ratio = {nuf:.2f}")
print(f"INPUT strip length = {L*1e3:.0f} mm, width = {W*1e3:.0f} mm")
print(f"substrate shear modulus = {Gs/1e9:.2f} GPa")
print(f"film shear modulus = {Gf/1e9:.2f} GPa")
print(f"implied magnetostriction lambda_s = {lambda_s*1e6:.1f} ppm")
print(f"thin-film curvature, M along = {dk/(1+nus)*1e3:.3f} 1/km")
print(f"thin-film curvature, M across = {-nus*dk/(1+nus)*1e3:.3f} 1/km")
print(f"MAIN curvature change = {dk*1e3:.3f} 1/km")
print(f"MAIN as radius 1/(curvature change) = {1/dk:.1f} m")
print(f"free-bending end slope change = {dk*L*1e6:.1f} urad")
print(f"free-bending end deflection change = {dk*L**2/2*1e9:.0f} nm")
print(f"B inferred if 1+nu_s is forgotten = {B*(1+nus)/1e6:.2f} MPa")
print(f"film stiffness: full/thin-film ratio = {(k1[0]-k2[0])/dk:.5f}")
print(f"clamp: end slope / free value = {slope_ratio:.4f}")
print(f"clamp: end deflection / free value = {height_ratio:.4f}")
print(f"clamp: slope ratio, strip twice as long = {slope_ratio_long:.4f}")
print(f"clamp: slope ratio, width 12 lengths = {wide_ratio:.4f}")
print(f"INPUT misalignment of M in each state = {np.degrees(misalign):.0f} deg")
print(f"misalignment factor = {align_factor:.4f}")
print(f"INPUT magnetisation = {Ms/1e3:.0f} kA/m")
print(f"INPUT field = {field*1e3:.0f} mT, tilt = {np.degrees(tilt):.0f} deg")
print(f"tilted-field torque slope / signal = {100*torque_ratio:.2f} %")
print(f"INPUT expansion mismatch = {d_alpha*1e6:.0f} ppm/K")
print(f"thermal film stress, size per kelvin = {thermal_stress/1e6:.2f} MPa/K")
print(f"thermal curvature per kelvin = {k_thermal*1e3:.3f} 1/(km K)")
print(f"thermal curvature / signal = {100*abs(k_thermal)/dk:.1f} % per K")
print(f"INPUT residual film stress = {residual/1e6:.0f} MPa")
print(f"residual curvature = {k_residual*1e3:.1f} 1/km")
print(f"flatness parameter, residual = {k_residual*W**2/ts:.4f} (no unit)")
print(f"flatness parameter, signal = {dk*W**2/ts:.5f} (no unit)")
print(f"INPUT cubic coefficients B1 = {B1/1e6:.0f} MPa, B2 = {B2/1e6:.0f} MPa")
print(f"uniform-strain average over grains = {B_average/1e6:.2f} MPa")
print(f"(001) crystal, strip on [100]: reads {read_100/1e6:.2f} MPa")
print(f"(001) crystal, strip on [110]: reads {read_110/1e6:.2f} MPa")
print("all tests passed")
```

It prints:

```
INPUT magnetoelastic coefficient B = 8.0 MPa
INPUT film thickness = 50 nm
INPUT substrate thickness = 100 um
INPUT substrate Young modulus = 70 GPa
INPUT substrate Poisson ratio = 0.20
INPUT film Young modulus = 200 GPa
INPUT film Poisson ratio = 0.30
INPUT strip length = 20 mm, width = 5 mm
substrate shear modulus = 29.17 GPa
film shear modulus = 76.92 GPa
implied magnetostriction lambda_s = -34.7 ppm
thin-film curvature, M along = 3.429 1/km
thin-film curvature, M across = -0.686 1/km
MAIN curvature change = 4.114 1/km
MAIN as radius 1/(curvature change) = 243.1 m
free-bending end slope change = 82.3 urad
free-bending end deflection change = 823 nm
B inferred if 1+nu_s is forgotten = 9.60 MPa
film stiffness: full/thin-film ratio = 0.99525
clamp: end slope / free value = 0.9790
clamp: end deflection / free value = 0.9676
clamp: slope ratio, strip twice as long = 0.9894
clamp: slope ratio, width 12 lengths = 0.8001
INPUT misalignment of M in each state = 5 deg
misalignment factor = 0.9848
INPUT magnetisation = 500 kA/m
INPUT field = 50 mT, tilt = 1 deg
tilted-field torque slope / signal = 0.91 %
INPUT expansion mismatch = 5 ppm/K
thermal film stress, size per kelvin = 1.43 MPa/K
thermal curvature per kelvin = -0.490 1/(km K)
thermal curvature / signal = 11.9 % per K
INPUT residual film stress = 300 MPa
residual curvature = 102.9 1/km
flatness parameter, residual = 0.0257 (no unit)
flatness parameter, signal = 0.00103 (no unit)
INPUT cubic coefficients B1 = 6 MPa, B2 = 9 MPa
uniform-strain average over grains = 7.80 MPa
(001) crystal, strip on [100]: reads 6.00 MPa
(001) crystal, strip on [110]: reads 9.00 MPa
all tests passed
```
